# TM Fourier modal analysis of binary gratings: direct and inverse factorisation

## 1. A fine grating in a static field

Take a periodic stack of vertical walls, half of permittivity $\varepsilon_r=16$ and half of $\varepsilon_g=1$, with a static electric field across the walls. The displacement $D$ (in units of $\varepsilon_0$) is uniform, so the field is $e=D/\varepsilon$. With $\langle\cdot\rangle$ the average over a period, the effective permittivity is

$$h=\frac{D}{\langle e\rangle}=\frac1{\langle1/\varepsilon\rangle}=\frac1{0.5/16+0.5}=1.88235 .$$

Now keep the Fourier orders $|m|\le M$. Let $E$ and $A$ be the Toeplitz matrices of $\varepsilon$ and $1/\varepsilon$, so that $E_{mn}=\varepsilon_{m-n}$ and $A_{mn}=(1/\varepsilon)_{m-n}$. There are two ways to impose $D=\varepsilon e$.

- **Direct rule:** $D=Ee$. Since $D$ has only its zeroth coefficient, $e_0=(E^{-1})_{00}D_0$, and the effective permittivity is $1/(E^{-1})_{00}$.
- **Inverse rule (Li):** $D=A^{-1}e$, that is $e=AD$. Then $e_0=A_{00}D_0=\langle1/\varepsilon\rangle D_0$, which gives $h$ at every $M$.

To find the direct error, minimise $\langle\varepsilon|u|^2\rangle=u^\dagger Eu$ over truncated fields with mean $u_0=1$. A Lagrange multiplier $\mu$ gives $Eu=\mu\delta$, where $\delta$ is the unit vector of order zero. Hence $u=\mu E^{-1}\delta$, the condition $u_0=1$ gives $\mu=1/(E^{-1})_{00}$, and the minimum is $u^\dagger Eu=\mu$. The direct permittivity is therefore this minimum.

The true field of unit mean is $e^*=h/\varepsilon$. Because $\langle\varepsilon u^*e^*\rangle=h\langle u^*\rangle=h$ and $\langle\varepsilon|e^*|^2\rangle=h^2\langle1/\varepsilon\rangle=h$,

$$\langle\varepsilon|u-e^*|^2\rangle=\langle\varepsilon|u|^2\rangle-2h+h=\langle\varepsilon|u|^2\rangle-h .$$

The excess over $h$ is thus the smallest weighted squared error with which a trigonometric polynomial of unit mean can follow the discontinuous $e^*$. It lies between $\varepsilon_g\tau_M$ and $\varepsilon_r\tau_M$, where $\tau_M$ is the squared Fourier tail of $e^*$. The upper bound follows by choosing $u$ as the truncated series of $e^*$. For fill factor $f$,

$$\tau_M=h^2\left(\frac1{\varepsilon_g}-\frac1{\varepsilon_r}\right)^2\sum_{|m|>M}\frac{\sin^2\pi mf}{\pi^2m^2}\simeq\frac{h^2}{\pi^2M}\left(\frac1{\varepsilon_g}-\frac1{\varepsilon_r}\right)^2,$$

because $\sin^2$ averages to $1/2$ and the two tails of $1/m^2$ sum to about $2/M$. The error is of first order in $1/M$. Here $\tau_M\simeq0.316/M$, so at $M=80$ the excess must lie between about $0.004$ and $0.063$. The computed value is $1.89407-1.88235=0.0117$. The fitted power over $M=10$ to $80$ is $-0.98$.

## 2. The modal equations

The grating has period $\Lambda$, ridge width $w=f\Lambda$ and height $d$. Its walls are vertical, its media are isotropic and nonmagnetic, and $z$ points from air into the substrate. In TM polarisation $H$ lies along the grooves, the $y$ direction. With time factor $e^{-i\omega t}$, $k_0=2\pi/\lambda$ and $e=E/Z_0$ (electric field over vacuum impedance), Maxwell's curl equations read

$$\partial_zH=ik_0\varepsilon e_x,\qquad \partial_xH=-ik_0\varepsilon e_z,\qquad \partial_ze_x-\partial_xe_z=ik_0H .$$

The first two follow from $(\nabla\times\mathbf H)_x=-\partial_zH$ and $(\nabla\times\mathbf H)_z=\partial_xH$, both set equal to $-ik_0\varepsilon$ times the field component.

Expand every field in $e^{ik_0\kappa_mx}$ with $\kappa_m=\sin\theta+m\lambda/\Lambda$, and put $K=\mathrm{diag}(\kappa_m)$. Two products need a matrix.

- At a wall $e_z$ is tangential, hence continuous. In $\varepsilon e_z$ one factor jumps, and the matrix $E$ serves.
- $e_x$ is normal to the wall and jumps together with $\varepsilon$, while $\varepsilon e_x$ is continuous. Written as $e_x=(1/\varepsilon)(\varepsilon e_x)$, the relation again has one discontinuous factor, which suggests $A$ and then its inverse.

Write $P$ for the matrix of $\varepsilon e_x$: $P=E$ in the direct rule, $P=A^{-1}$ in Li's. Nothing else differs. The second equation gives $KH=-Ee_z$, so $e_z=-E^{-1}KH$. The third gives

$$\partial_ze_x=ik_0(H+Ke_z)=ik_0BH,\qquad B=I-KE^{-1}K .$$

With $\partial_zH=ik_0Pe_x$ this becomes $\partial_z^2H=-k_0^2PBH$. Modes $H\propto e^{ik_0qz}$ satisfy

$$PB\,W=WQ^2,\qquad V=P^{-1}WQ,$$

where the columns of $W$ hold $H$, $Q=\mathrm{diag}(q)$ with $\mathrm{Im}\,q\ge0$, and $V$ holds $e_x$, from $ik_0WQ=ik_0PV$.

The static case is contained here. At normal incidence $BH=q^2P^{-1}H$. When $\lambda/\Lambda\to\infty$, a finite $q^2$ forces all orders $m\ne0$ of $H$ to vanish. Since $\kappa_0=0$, row zero leaves $H_0=q^2(P^{-1})_{00}H_0$, so $q^2=1/(P^{-1})_{00}$. At $\lambda=1000\Lambda$ and $M=20$ both rules passed a test against this value at relative tolerance $10^{-3}$.

## 3. What the direct product does at a wall

Let $\varepsilon$ and $e_x$ jump by $\Delta\varepsilon$ and $\Delta e$ at $x_w$. Integration by parts gives, for large $k$, $\varepsilon_k\simeq\Delta\varepsilon\,e^{-2\pi ikx_w/\Lambda}/(2\pi ik)$, and likewise for $e_m$. The direct sum omits the terms with $|m|>M$. At $x=x_w$ the phases cancel, and the omitted part is

$$S=\sum_{|n|\le M}\sum_{|m|>M}\frac{\Delta\varepsilon\,\Delta e}{(2\pi i)^2(n-m)m}=\frac{\Delta\varepsilon\,\Delta e}{4\pi^2}\sum_{|n|\le M}\sum_{|m|>M}\frac1{(m-n)m}.$$

Positive and negative $m$ contribute equally. With $t=m/M$ and $s=n/M$ the sums become integrals as $M\to\infty$. The inner one is $\int_{-1}^1ds/(t-s)=\ln[(t+1)/(t-1)]$. Substituting $v=1/t$,

$$\int_1^\infty\frac{dt}t\ln\frac{t+1}{t-1}=\int_0^1\frac{dv}v\ln\frac{1+v}{1-v}=2\sum_{j\ge0}\frac1{(2j+1)^2}=\frac{\pi^2}4 .$$

Hence $S=(\Delta\varepsilon\Delta e/4\pi^2)\cdot2\cdot\pi^2/4=\Delta\varepsilon\,\Delta e/8$. Terms involving the other wall carry oscillating phases and vanish in the limit. Since $D$ is continuous, $\Delta e=-D\Delta\varepsilon/(\varepsilon_r\varepsilon_g)$, so the direct product, applied to the truncated series of the exact $e_x$, overestimates $D$ at the wall by the relative amount

$$\frac{-S}{D}=\frac{(\Delta\varepsilon)^2}{8\varepsilon_r\varepsilon_g}=\frac{225}{128}=1.758 .$$

For a trial $D$ with a kink at the wall (coefficients of magnitude $1$ for $m=0$ and $0.1/m^2$ otherwise, kept to order 2000), the direct excess is $1.817$ at $M=40$ and $1.777$ at $M=160$. The inverse rule gives $-0.0027$ and $-0.0006$. More orders do not remove this error of the product at the wall. When the direct equations are solved, the mismatch moves into the field: in the static case of section 1, $D$ is uniform with an error of order $1/M$, while the solved $e$ of unit mean tends to about $0.47$ at the wall, where the truncated exact series gives $1.0$. At a distance $x'$ from the wall each term of $S$ gains the factor $e^{2\pi inx'/\Lambda}=e^{2\pi isMx'/\Lambda}$. The error therefore depends on $x'$ through $Mx'/\Lambda$, and the oscillation in $s$ makes it die away when this is large. The affected strip thus has a width of order $\Lambda/M$, which agrees with the first-order error of integrated quantities.

## 4. Errors of the modal eigenvalues

For positive real $\varepsilon$ the two rules can be ordered. For any truncated $u$,

$$u^\dagger A^{-1}u=\max_v\left\langle2\,\mathrm{Re}\,v^*u-|v|^2/\varepsilon\right\rangle\le\langle\varepsilon|u|^2\rangle=u^\dagger Eu,$$

since the difference of the averaged quantities is $|\sqrt\varepsilon\,u-v/\sqrt\varepsilon|^2\ge0$. So $E\ge A^{-1}$, and therefore $E^{-1}\le A$. The largest $q^2$ is the maximum of $H^\dagger BH/H^\dagger P^{-1}H$. The direct rule has the smaller denominator, so a positive largest $q^2$ is never smaller under it.

For Li's rule the order can be estimated, though what follows is not a proof. The eigenvalue is the stationary value of

$$q^2=\frac{\langle|H|^2\rangle+2\,\mathrm{Re}\langle e_z^*\mathcal KH\rangle+\langle\varepsilon|e_z|^2\rangle}{\langle|H|^2/\varepsilon\rangle},\qquad \mathcal K=-\frac{i}{k_0}\partial_x ,$$

because varying $e_z$ restores $\varepsilon e_z=-\mathcal KH$. Its error is then quadratic in the field errors. Both $H$ and $e_z$ are continuous with kinks, so their coefficients fall as $m^{-2}$ and the squared tails sum to order $M^{-3}$. The cross term behaves as $m\cdot m^{-2}\cdot m^{-2}=m^{-3}$, which alone would sum to $M^{-2}$. For each wall it is odd in $m$, however, and $\pm m$ cancel. Products between different walls oscillate or cancel likewise. If the retained coefficients add nothing larger, the error is of order $M^{-3}$.

An exact eigenvalue is available for comparison. In each medium $H''=-\beta^2H$ with $\beta=k_0\sqrt{\varepsilon-q^2}$, and $H$ and $H'/\varepsilon$ are continuous. Across a length $\ell$ this pair is multiplied by

$$\begin{pmatrix}\cos\beta\ell&(\varepsilon/\beta)\sin\beta\ell\\-(\beta/\varepsilon)\sin\beta\ell&\cos\beta\ell\end{pmatrix},$$

which has determinant 1. Over one period the eigenvalues of the product are $e^{\pm ik_0\kappa_0\Lambda}$, so half its trace is

$$\cos k_0\kappa_0\Lambda=\cos\beta_rw\cos\beta_gw'-\frac12\left(\frac{\varepsilon_g\beta_r}{\varepsilon_r\beta_g}+\frac{\varepsilon_r\beta_g}{\varepsilon_g\beta_r}\right)\sin\beta_rw\sin\beta_gw',$$

with $w'=\Lambda-w$. For the grating of section 6 its largest root is $q^2=12.18528$. The errors of $q^2$ are:

| $M$ | direct | inverse |
|---|---|---|
| 10 | $2.7\times10^{-2}$ | $-9.0\times10^{-3}$ |
| 20 | $1.4\times10^{-2}$ | $-1.3\times10^{-3}$ |
| 40 | $6.9\times10^{-3}$ | $-1.8\times10^{-4}$ |
| 80 | $3.4\times10^{-3}$ | $-2.4\times10^{-5}$ |

The fitted powers are $-0.99$ and $-2.86$. Successive inverse errors fall by factors 6.8, 7.4 and 7.7, approaching the 8 of a third-order law.

## 5. Matching and the algorithm

Refer forward amplitudes $a$ to the top of the layer and backward amplitudes $b$ to the bottom. Then only $X=\mathrm{diag}(e^{ik_0qd})$ occurs, and no exponential grows. In a uniform medium $e_x=\pm YH$ for forward and backward waves, with diagonal $Y=\sqrt{\varepsilon-K^2}/\varepsilon$. For a unit incident wave, continuity of $H$ and $e_x$ gives

$$\delta+R=Wa+WXb,\qquad Y_1(\delta-R)=Va-VXb,$$
$$WXa+Wb=T,\qquad VXa-Vb=Y_3T .$$

Multiply the first by $Y_1$ and add the second; multiply the third by $Y_3$ and subtract the fourth:

$$(Y_1W+V)a+(Y_1W-V)Xb=2Y_1\delta,$$
$$(Y_3W-V)Xa+(Y_3W+V)b=0 .$$

The algorithm is then:

1. Form $E$, $A$ and $K$ from $\varepsilon_m=(\varepsilon_r-\varepsilon_g)\sin(\pi mf)/(\pi m)$ for $m\neq0$, $\varepsilon_0=f\varepsilon_r+(1-f)\varepsilon_g$, and the same formulas for $1/\varepsilon$.
2. Diagonalise $A^{-1}B$ and set $V=AWQ$. (The direct rule diagonalises $EB$ and sets $V=E^{-1}WQ$.)
3. Solve the pair above for $a,b$; then $R=W(a+Xb)-\delta$ and $T=W(Xa+b)$.
4. The flux along $z$ is proportional to $\mathrm{Re}(e_xH^*)$, so the efficiencies are $|R_m|^2\,\mathrm{Re}Y_{1m}/Y_{10}$ and $|T_m|^2\,\mathrm{Re}Y_{3m}/Y_{10}$.

For a uniform layer each order separates, with $W=1$ and $V=Y_2$. Put $r_{ij}=(Y_i-Y_j)/(Y_i+Y_j)$. The second equation gives $b=r_{23}Xa$, the first $a=(1+r_{12})/(1+r_{12}r_{23}X^2)$, and

$$R=a(1+r_{23}X^2)-1=\frac{r_{12}+r_{23}X^2}{1+r_{12}r_{23}X^2},$$

the Airy formula. With the ridges widened to a full period, both rules at $M=3$ reproduced its reflectance, $0.40664$.

Energy balance cannot judge convergence. For real $\varepsilon$, $P$ and $B$ are Hermitian, and

$$\frac{d}{dz}(e_x^\dagger H)=-ik_0H^\dagger BH+ik_0e_x^\dagger Pe_x$$

is imaginary. The flux $\mathrm{Re}(e_x^\dagger H)$ is conserved at every $M$, under either rule.

## 6. Germanium ridges on silicon

Take $\lambda=4000$ nm, $\Lambda=2000$ nm, $w=1000$ nm, $d=800$ nm and incidence from air at $10^\circ$, with indices 4.0 for germanium and 3.4 for silicon. Then $\kappa_{\pm1}=0.1736\pm2$. Both exceed 1 in magnitude, so these orders are evanescent in air. In silicon they propagate: order $+1$ at $\arcsin(2.1736/3.4)=39.7^\circ$ and order $-1$ at $-32.5^\circ$.

The reference efficiencies come from a modal calculation that expands $H$ in polynomials separately in ridge and groove, and so uses no Fourier series of $\varepsilon$. Refining it from degree 80 and 201 plane waves to degree 120 and 301 changed no efficiency by more than $1.4\times10^{-4}$. Its remaining error is somewhat larger, up to $2\times10^{-4}$. The converged efficiencies, which the inverse rule reaches within $10^{-5}$ by $M=160$, are $0.02872$, $0.56675$, $0.15688$ and $0.24764$, so the last digit of the reference row is uncertain.

| | $R_0$ | $T_{-1}$ | $T_0$ | $T_{+1}$ |
|---|---|---|---|---|
| reference | 0.0287 | 0.5669 | 0.1570 | 0.2475 |
| direct, $M=10$ | 0.0194 | 0.5575 | 0.1581 | 0.2650 |
| inverse, $M=10$ | 0.0286 | 0.5667 | 0.1571 | 0.2477 |

The direct result at $M=10$ balances energy to $2\times10^{-14}$, yet its reflectance is $(0.02870-0.01935)/0.02870\approx33\%$ too low. The largest absolute errors among the four efficiencies are:

| $M$ | direct | inverse |
|---|---|---|
| 5 | 0.033 | 0.0029 |
| 10 | 0.018 | 0.0002 |
| 20 | 0.009 | 0.0002 |
| 40 | 0.005 | 0.0002 |
| 80 | 0.0025 | 0.0002 |

The direct error nearly halves with each doubling of $M$. The entries are differences from the reference, and the inverse column levels off at the error of the reference itself. Against the converged efficiencies the inverse errors at $M=10$ to $80$ are about $1.8\times10^{-4}$, $8\times10^{-5}$, $3\times10^{-5}$ and $1.4\times10^{-5}$, falling by about 2.3 per doubling. The $M^{-3}$ estimate does not carry over to efficiencies, since it ignores possible field singularities at the ridge corners. Among the tabulated orders, the direct rule matches the inverse rule at $M=5$ only when it reaches $M=80$. For large matrices the dense work grows as $(2M+1)^3$, which would put the ratio of operation counts near $(161/11)^3\approx3000$. The ratio of running times can be much smaller, because fixed overheads weigh heavily on an $11\times11$ problem.

The indices are rough mid-infrared values: taking 4.025 and 3.425, closer to tabulated values at this wavelength, changes an efficiency by up to 0.012. Real ridges also depart from the model. With the other settings held fixed, the largest efficiency change is 0.047 for ridges 20 nm wider, 0.0075 for ridges 20 nm higher, and 0.007 for germanium 50 K hotter (taking $dn/dT\approx4\times10^{-4}$ K$^{-1}$). Tilting the plane wave by $1.46^\circ$, the half-angle divergence of a Gaussian beam of 50 µm waist, changes an efficiency by up to 0.021. Absorption of 10 cm$^{-1}$ removes $3\times10^{-4}$ of the power. Two photons carry 0.62 eV, below the rough gap of 0.66 eV by a small margin. The change caused by the wider ridges exceeds even the direct rule's error at $M=5$. The silicon is also taken as infinitely deep. At a flat back face in air the orders $\pm1$, with $|\kappa|>1$, would be totally reflected, so $T_{\pm1}$ describe light entering the silicon, not light leaving a wafer.

## 7. Absorbing metal, and limits of the rule

Replace the ridges by a model metal with $\varepsilon_r=-50+25i$, all else fixed. The reference then gives $R_0=0.052$ and an absorbed fraction of 0.139, and changes by up to $5\times10^{-4}$ on refinement; the converged values are $0.053$ and $0.140$. The largest absolute errors among the four efficiencies are:

| $M$ | direct | inverse |
|---|---|---|
| 10 | 0.187 | 0.0064 |
| 20 | 0.062 | 0.0029 |
| 40 | 0.019 | 0.0014 |
| 80 | 0.0086 | 0.0007 |

The change on refinement understates the error of the reference, which reaches $1.1\times10^{-3}$, so the entries at $M=40$ and $80$ are distorted. Against converged efficiencies the inverse errors are $0.0062$, $0.0027$, $0.0012$ and $0.0005$, and the inverse rule is better by a factor of 15 to 30. Its errors are about 35 times larger than for germanium but fall at a similar rate, about 2.3 per doubling, well short of the factor 8 found for the eigenvalue. Corner singularities are a plausible cause in both cases, not isolated here.

The bounds of sections 1 and 4 do not apply, since $\varepsilon$ is no longer positive. Invertibility also needs care. For unit $u$, $u^\dagger Eu=\langle\varepsilon|u|^2\rangle$ lies on the straight segment joining $\varepsilon_r$ and $\varepsilon_g$. If the segment misses zero, $E$ is invertible, and the same argument applied to $1/\varepsilon$ covers $A$. Here it does miss zero. For a lossless metal with $\varepsilon_r<0$ beside a dielectric it passes through zero, and either matrix may become singular or nearly so at some $M$.

The inverse rule was applied to $e_x$ because $x$ is normal to the walls. On a slanted or curved wall $e_x$ mixes normal and tangential parts, and the argument must be remade for the normal component. The remaining digits are in the numerical output.

## Numbers as computed

```
INPUTS (rough material values)
wavelength 4000 nm, period 2000 nm
ridge width 1000 nm, height 800 nm
index Ge 4.0, index Si 3.4, incidence 10 deg
order -1: kx/k0 -1.8264, angle in Si -32.49 deg
order +0: kx/k0 0.1736, angle in Si 2.93 deg
order +1: kx/k0 2.1736, angle in Si 39.74 deg
uniform Ge layer reflectance 0.40664
RELATIVE ERROR OF D AT A WALL: M, direct, inverse
  40    1.8169   -0.002672
 160    1.7767   -0.000618
predicted direct limit 1.7578
STATIC PERMITTIVITY: inverse rule, every M 1.88235
direct, M=10,20,40,80: 1.97178 1.92857 1.90574 1.89407
fitted power of M, direct static error -0.98
FUNDAMENTAL MODE: exact q^2 12.18528156, q 3.490742
error of q^2: M, direct, inverse
  10   2.676e-02  -9.035e-03
  20   1.377e-02  -1.334e-03
  40   6.888e-03  -1.811e-04
  80   3.420e-03  -2.357e-05
fitted powers of M: direct -0.99, inverse -2.86
EFFICIENCIES: R0, T-1, T0, T+1
reference   0.02870 0.56689 0.15695 0.24745
largest change on refining the reference 1.4e-04
direct M=10 0.01935 0.55751 0.15811 0.26502
inverse M=100.02859 0.56666 0.15707 0.24768
inverse M=800.02871 0.56677 0.15689 0.24763
direct M=10 energy-balance error 2e-14
largest efficiency error: M, direct, inverse
   5   3.28e-02   2.90e-03
  10   1.76e-02   2.35e-04
  20   9.16e-03   2.29e-04
  40   4.72e-03   1.87e-04
  80   2.46e-03   1.83e-04
MODEL METAL eps = -50+25i: R0, T-1, T0, T+1
reference   0.05232 0.18424 0.44213 0.18278
absorbed 0.1385, reference change 4.8e-04
largest efficiency error: M, direct, inverse
  10   1.87e-01   6.38e-03
  20   6.21e-02   2.89e-03
  40   1.94e-02   1.37e-03
  80   8.59e-03   7.29e-04
NEGLECTED EFFECTS: largest efficiency change
Ge heated 50 K, dn/dT 4e-04 /K: 7.4e-03
Ge absorption 10 /cm: absorbed fraction 3.3e-04
width +20 nm: 4.7e-02; height +20 nm: 7.5e-03
beam waist 50 um, spread 1.46 deg: 2.1e-02
photon 0.310 eV, two photons 0.620 eV, rough Ge gap 0.66 eV
```
